**Rigid image shift in a coherent three-beam grating**

The program tests the relation $\Delta=-p\varphi/2\pi$, where $p$ is the pitch, $+\varphi$ and $-\varphi$ are the odd pupil phases at orders $+1$ and $-1$, and $\Delta$ is the image displacement. It obtains the order amplitudes by quadrature, sums the orders that pass the pupil, and asserts that the image equals a shifted reference image for two masks, two polarizations, four focus settings and two coma coefficients. It also asserts the closed intensity formula for random phases and compares line centres, found from threshold edges, with the predicted shifts. For a 250 nm pitch and 0.05 waves of coma, the output shows a centre at −5.39 nm at all three listed focus settings, with the same width as without coma. The pitch series shows a coma shift that changes sign, while an equal tilt moves every pitch by −11.35 nm. With tilted illumination the centre moves from −5.64 to −2.28 nm over 50 nm of defocus. With five beams, coma leaves a misfit of 0.038 of the clear field at the best trial shift, whereas tilt still gives a pure translation to rounding error.

## Verification by program

```python
"""Rigid shift of a coherent three-beam grating image by an odd pupil phase.

Result under test: with orders -1, 0, +1 only, field terms
    a_n * exp(i*phase_n) * exp(2*pi*i*n*x/pitch),
an odd phase +phi at order +1 and -phi at order -1 moves the intensity by
    shift = -pitch*phi/(2*pi),
whatever the amplitudes a_n and the even phases (such as defocus) are.

Symbols: s = signed pupil coordinate (edge at |s| = 1), rho = s of order +1,
coma and tilt = coefficients in waves, z = defocus in nm,
sigma = pupil coordinate of the illuminating plane wave (0 = on axis).
Lengths are in nm at image scale; intensity is relative to the clear field.
"""
from functools import lru_cache
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

WAVELENGTH = 193.0
NA = 0.85
PITCH = 250.0
COMA = 0.05
THRESHOLD = 0.3

# A mask is a tuple of (start, end, transmission), positions in pitch units.
HALF_OPEN = ((-0.25, 0.25, 1.0),)
ASYMMETRIC = ((-0.30, -0.05, 1.0), (0.0, 0.20, 0.6j))
NARROW_OPEN = ((-0.175, 0.175, 1.0),)


@lru_cache(maxsize=None)
def order_amplitude(mask, n):
    """Fourier coefficient of the mask by numerical quadrature."""
    total = 0j
    for start, end, transmission in mask:
        real = quad(lambda v: np.cos(2*np.pi*n*v), start, end)[0]
        imag = quad(lambda v: -np.sin(2*np.pi*n*v), start, end)[0]
        total += transmission*(real + 1j*imag)
    return total


def pupil_phase(s, coma=0.0, tilt=0.0, z=0.0):
    aberration = 2*np.pi*(coma*(3*s**3 - 2*s) + tilt*s)
    defocus = 2*np.pi*z/WAVELENGTH*(np.sqrt(1 - (NA*s)**2) - 1)
    return aberration + defocus


def passing_orders(pitch, sigma=0.0):
    step = WAVELENGTH/(pitch*NA)
    return [n for n in range(-6, 7) if abs(sigma + n*step) <= 1]


def image(x, mask, pitch, coma=0.0, tilt=0.0, z=0.0, sigma=0.0, tm=False):
    """Intensity from the explicit sum over all orders inside the pupil."""
    x = np.asarray(x, dtype=float)
    first = np.zeros(x.shape, dtype=complex)
    second = np.zeros(x.shape, dtype=complex)
    for n in passing_orders(pitch, sigma):
        s = sigma + n*WAVELENGTH/(pitch*NA)
        wave = (order_amplitude(mask, n)
                * np.exp(1j*pupil_phase(s, coma, tilt, z))
                * np.exp(2j*np.pi*n*x/pitch))
        if tm:  # field in the plane of incidence: x and z components
            first += wave*np.sqrt(1 - (NA*s)**2)
            second -= wave*NA*s
        else:
            first += wave
    return abs(first)**2 + abs(second)**2


def centre_and_width(pitch, **settings):
    """Midpoint and separation of the two threshold edges of the bright line."""
    def excess(x):
        return float(image(x, HALF_OPEN, pitch, **settings)) - THRESHOLD
    grid = np.linspace(-pitch/2, pitch/2, 1001)
    values = image(grid, HALF_OPEN, pitch, **settings) - THRESHOLD
    places = np.where(values[:-1]*values[1:] < 0)[0]
    assert len(places) == 2 and values[0] < 0
    left, right = [brentq(excess, grid[i], grid[i+1], xtol=1e-11)
                   for i in places]
    return (left + right)/2, right - left


rho = WAVELENGTH/(PITCH*NA)
phi = pupil_phase(rho, coma=COMA)
shift = -PITCH*phi/(2*np.pi)
x = np.linspace(-PITCH/2, PITCH/2, 401)
assert passing_orders(PITCH) == [-1, 0, 1]

# Order amplitudes of the half-open grating.
a0 = order_amplitude(HALF_OPEN, 0).real
a1 = order_amplitude(HALF_OPEN, 1).real
assert abs(a0 - 0.5) < 1e-12 and abs(a1 - 1/np.pi) < 1e-12
print(f"wavelength = {WAVELENGTH:.1f} nm, NA = {NA:.2f}, pitch = {PITCH:.1f} nm")
print(f"coma = {COMA:.3f} waves, threshold = {THRESHOLD:.2f} of clear field")
print(f"amplitudes: a0 = {a0:.5f}, a1 = {a1:.5f}")
print(f"first-order pupil coordinate rho = {rho:.5f}")
print(f"coma polynomial 3rho^3-2rho = {3*rho**3 - 2*rho:.5f}")
print(f"odd phase at order +1: phi = {phi:.5f} rad")
print(f"predicted shift -pitch*phi/(2 pi) = {shift:.4f} nm")

# Rigid translation for two masks, both polarizations, wide focus range.
worst = 0.0
for mask in (HALF_OPEN, ASYMMETRIC):
    for tm in (False, True):
        for z in (0.0, 50.0, 100.0, 200.0):
            for coma in (COMA, 0.6):
                move = -PITCH*pupil_phase(rho, coma=coma)/(2*np.pi)
                moved = image(x, mask, PITCH, coma=coma, z=z, tm=tm)
                reference = image(x - move, mask, PITCH, z=z, tm=tm)
                worst = max(worst, np.max(abs(moved - reference)))
assert worst < 1e-11
print(f"largest rigid-shift mismatch, all cases = {worst:.1e} (clear field = 1)")

# Closed intensity formula for three arbitrary phases.
rng = np.random.default_rng(4)
for _ in range(20):
    minus, zero, plus = rng.uniform(-3, 3, 3)
    angle = 2*np.pi*x/PITCH
    direct = abs(a0*np.exp(1j*zero) + a1*np.exp(1j*(plus + angle))
                 + a1*np.exp(1j*(minus - angle)))**2
    odd, even = (plus - minus)/2, (plus + minus)/2 - zero
    c = np.cos(angle + odd)
    formula = a0**2 + 4*a0*a1*np.cos(even)*c + 4*a1**2*c**2
    assert np.allclose(direct, formula, atol=1e-12)

# Edge positions through focus, with and without coma.
print("on axis: defocus nm, even phase rad, centre nm, width nm, width no coma nm")
widths = []
for z in (0.0, 25.0, 50.0):
    centre, width = centre_and_width(PITCH, coma=COMA, z=z)
    plain_centre, plain_width = centre_and_width(PITCH, z=z)
    assert abs(centre - shift) < 1e-7 and abs(plain_centre) < 1e-7
    assert abs(width - plain_width) < 1e-7
    widths.append(width)
    print(f"  {z:5.1f} {pupil_phase(rho, z=z):9.4f} {centre:9.4f}"
          f" {width:9.3f} {plain_width:9.3f}")
assert abs(widths[2] - widths[0]) > 0.1  # focus does change the shape

# Focus at which the period of the intensity halves.
z_half = WAVELENGTH/(4*(1 - np.sqrt(1 - (WAVELENGTH/PITCH)**2)))
half_error = np.max(abs(image(x, HALF_OPEN, PITCH, coma=COMA, z=z_half)
                        - image(x + PITCH/2, HALF_OPEN, PITCH,
                                coma=COMA, z=z_half)))
focus_error = np.max(abs(image(x, HALF_OPEN, PITCH)
                         - image(x + PITCH/2, HALF_OPEN, PITCH)))
assert half_error < 1e-12 and focus_error > 0.1
print(f"defocus where the image period halves = {z_half:.2f} nm")

# Pitch dependence: tilt gives a common shift, coma does not.
pitch_zero = WAVELENGTH/(NA*np.sqrt(2/3))
print("pitch series: pitch nm, rho, coma shift nm, shift for equal tilt nm")
for pitch in (240.0, 250.0, pitch_zero, 320.0, 400.0):
    assert passing_orders(pitch) == [-1, 0, 1]
    r = WAVELENGTH/(pitch*NA)
    coma_centre = centre_and_width(pitch, coma=COMA)[0]
    tilt_centre = centre_and_width(pitch, tilt=COMA)[0]
    assert abs(coma_centre + COMA*WAVELENGTH/NA*(3*r**2 - 2)) < 1e-7
    assert abs(tilt_centre + COMA*WAVELENGTH/NA) < 1e-7
    print(f"  {pitch:7.2f} {r:7.4f} {coma_centre + 0.0:9.3f} {tilt_centre:9.3f}")

# Tilted plane-wave illumination: phases are sampled around sigma.
SIGMA = 0.05
assert passing_orders(PITCH, SIGMA) == [-1, 0, 1]
print(f"tilted illumination, sigma = {SIGMA:.2f}: defocus nm, centre nm")
tilted = []
for z in (0.0, 50.0):
    centre = centre_and_width(PITCH, coma=COMA, z=z, sigma=SIGMA)[0]
    half_difference = (pupil_phase(SIGMA + rho, coma=COMA, z=z)
                       - pupil_phase(SIGMA - rho, coma=COMA, z=z))/2
    assert abs(centre + PITCH*half_difference/(2*np.pi)) < 1e-7
    tilted.append(centre)
    print(f"  {z:5.1f} {centre:9.4f}")
assert abs(tilted[0] - shift) > 0.1 and abs(tilted[1] - tilted[0]) > 1.0

# Five beams: tilt still translates the image, coma deforms it.
WIDE = 500.0
assert passing_orders(WIDE) == [-2, -1, 0, 1, 2]
xw = np.linspace(-WIDE/2, WIDE/2, 301)
tilt_error = np.max(abs(image(xw, NARROW_OPEN, WIDE, tilt=COMA)
                        - image(xw + COMA*WAVELENGTH/NA, NARROW_OPEN, WIDE)))
deformed = image(xw, NARROW_OPEN, WIDE, coma=COMA)
trial_shifts = np.arange(-WIDE/2, WIDE/2, 0.1)
misfits = [np.max(abs(deformed - image(xw - d, NARROW_OPEN, WIDE)))
           for d in trial_shifts]
best = int(np.argmin(misfits))
assert tilt_error < 1e-12 and misfits[best] > 0.02
rw = WAVELENGTH/(WIDE*NA)
print(f"five beams: pitch = {WIDE:.1f} nm, open fraction = "
      f"{NARROW_OPEN[0][1] - NARROW_OPEN[0][0]:.2f}")
print(f"  coma phase at order 1 = {pupil_phase(rw, coma=COMA):.4f} rad")
print(f"  coma phase at order 2 = {pupil_phase(2*rw, coma=COMA):.4f} rad")
print(f"  smallest misfit over all shifts = {misfits[best]:.3f} of clear field")
print(f"  misfit for tilt at its predicted shift = {tilt_error:.1e}")

print("checks complete")
```

It prints:

```
wavelength = 193.0 nm, NA = 0.85, pitch = 250.0 nm
coma = 0.050 waves, threshold = 0.30 of clear field
amplitudes: a0 = 0.50000, a1 = 0.31831
first-order pupil coordinate rho = 0.90824
coma polynomial 3rho^3-2rho = 0.43112
odd phase at order +1: phi = 0.13544 rad
predicted shift -pitch*phi/(2 pi) = -5.3889 nm
largest rigid-shift mismatch, all cases = 1.1e-15 (clear field = 1)
on axis: defocus nm, even phase rad, centre nm, width nm, width no coma nm
    0.0    0.0000   -5.3889   119.029   119.029
   25.0   -0.2966   -5.3889   118.781   118.781
   50.0   -0.5931   -5.3889   117.934   117.934
defocus where the image period halves = 132.42 nm
pitch series: pitch nm, rho, coma shift nm, shift for equal tilt nm
   240.00  0.9461    -7.779   -11.353
   250.00  0.9082    -5.389   -11.353
   278.09  0.8165     0.000   -11.353
   320.00  0.7096     5.558   -11.353
   400.00  0.5676    11.731   -11.353
tilted illumination, sigma = 0.05: defocus nm, centre nm
    0.0   -5.6444
   50.0   -2.2824
five beams: pitch = 500.0 nm, open fraction = 0.35
  coma phase at order 1 = -0.1971 rad
  coma phase at order 2 = 0.1354 rad
  smallest misfit over all shifts = 0.038 of clear field
  misfit for tilt at its predicted shift = 6.7e-16
checks complete
```
